# Why a Band-Edge Electron Removes the Vacuum Divergence of Charged Monolayer Defects: verification in Python

```python
"""
Result under test: for a layer repeated with period H along z (cell area A),
    dE/dH = (1/(eps0 A)) [ Q^2/24 - (Q M2 - p^2)/(2 H^2) ],
where Q, p, M2 are the charge, first and second moment along z of the charge
bound to the layer (uniform background excluded). An ionised donor with uniform
background has Q = e and diverges with H; a donor whose electron sits in a
layer-bound band-edge state has Q = 0 and converges.
Units: nm, eV, V, charges in e. K = e/eps0 in V nm.
The planar model is Kohn-Sham along z with local exchange, fixed occupations.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal

K = sc.e / sc.epsilon_0 * 1e9
COULOMB = K / (4 * np.pi)
HB2_2M = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18
EXCHANGE = (3 / np.pi) ** (1 / 3) * COULOMB
DZ = 0.02            # grid spacing, nm
SIDE = 2.0           # in-plane cell side, nm
AREA = SIDE**2
HOST = 5.0           # host valence electrons per nm^2
WELL = 6.0           # depth of the short-range host potential, eV
WELL_HALF = 0.35     # half width of that potential, nm
Z_DONOR = 0.15       # donor height above the mid-plane, nm
Z_CUT = 0.8          # |z| beyond this counts as vacuum, nm


def grid(height):
    n = int(round(height / DZ))
    return (np.arange(n) - n // 2) * DZ


def gaussian(z, centre, width):
    g = np.exp(-((z - centre) ** 2) / (2 * width**2))
    return g / g.sum()


def potential(charge, area):
    """Periodic Poisson solution with zero mean; a uniform background is implied."""
    k = 2 * np.pi * np.fft.fftfreq(len(charge), DZ)
    ft = np.fft.fft(charge) / DZ
    ft[0] = 0.0
    ft[1:] /= k[1:] ** 2
    return K / area * np.fft.ifft(ft).real


def solve(height, area, donor, band_electron):
    """Self-consistent layer; donor and band_electron are 0 or 1 per cell."""
    z = grid(height)
    n_host = HOST * area
    positive = n_host * gaussian(z, 0, 0.15) + donor * gaussian(z, Z_DONOR, 0.1)
    well = -WELL * np.exp(-((z / WELL_HALF) ** 4))
    occupation = np.array([n_host, band_electron])
    dens = n_host * gaussian(z, 0, 0.15) + band_electron * gaussian(z, 0, 0.2)
    hop = HB2_2M / DZ**2
    for _ in range(500):
        v_int = -potential(positive - dens, area) - EXCHANGE * np.cbrt(dens / (area * DZ))
        eps, psi = eigh_tridiagonal((well + v_int)[1:] + 2 * hop,
                                    -hop * np.ones(len(z) - 2),
                                    select='i', select_range=(0, 1))
        new = np.zeros(len(z))
        new[1:] = psi**2 @ occupation
        if np.abs(new - dens).sum() / n_host < 1e-10:
            break
        dens = dens + 0.25 * (new - dens)
    else:
        raise RuntimeError("self-consistency not reached")
    charge = positive - new
    phi = potential(charge, area)
    energy = (occupation @ eps - new @ v_int + 0.5 * charge @ phi
              - 0.75 * EXCHANGE * new @ np.cbrt(new / (area * DZ)))
    upper = np.zeros(len(z))
    upper[1:] = psi[:, 1] ** 2
    return dict(E=energy, eps=eps, phi=phi, z=z, charge=charge, upper=upper,
                Q=charge.sum(), p=charge @ z, M2=charge @ z**2)


def slope_formula(s, height, area):
    return K / area * (s['Q']**2 / 24 - (s['Q'] * s['M2'] - s['p']**2) / (2 * height**2))


# --- total energies against vacuum height, both schemes --------------------
heights = [2.0, 3.0, 4.0, 8.0, 12.0]
host = {h: solve(h, AREA, 0, 0) for h in heights}
backgr = {h: solve(h, AREA, 1, 0) for h in heights}
bandedge = {h: solve(h, AREA, 1, 1) for h in heights}
excess = {h: backgr[h]['E'] + host[h]['eps'][1] - bandedge[h]['E'] for h in heights}

# finite-difference slope of the self-consistent energy against the moment formula
h0, step = 4.0, 0.04
slopes = {}
for name, n_band, state in (("background", 0, backgr[h0]), ("band edge", 1, bandedge[h0])):
    numeric = (solve(h0 + step, AREA, 1, n_band)['E']
               - solve(h0 - step, AREA, 1, n_band)['E']) / (2 * step)
    formula = slope_formula(state, h0, AREA)
    assert abs(numeric - formula) < 5e-3 * abs(formula) + 1e-7, (name, numeric, formula)
    slopes[name] = (numeric, formula)

# long-range behaviour of the two schemes
ideal_slope = K / (24 * AREA)
late_slope = (excess[12.0] - excess[8.0]) / 4.0
assert abs(late_slope / ideal_slope - 1) < 0.02
change = bandedge[12.0]['E'] - bandedge[4.0]['E']
change_formula = (K / (2 * AREA) * bandedge[4.0]['p'] * bandedge[12.0]['p']
                  * (1 / 4.0 - 1 / 12.0))
assert abs(change - change_formula) < 0.01 * abs(change_formula) + 1e-7


# --- where the charge and the field energy sit ------------------------------
def net_layer_charge(s):
    inside = np.abs(s['z']) < Z_CUT
    return (s['charge'] - s['Q'] / len(s['z']))[inside].sum()


def vacuum_field_energy(s):
    field = -(np.roll(s['phi'], -1) - np.roll(s['phi'], 1)) / (2 * DZ)
    total = 0.0
    for part in (s['z'] > Z_CUT - 1e-9, s['z'] < -Z_CUT + 1e-9):
        total += trapezoid(field[part] ** 2, s['z'][part])
    return AREA / (2 * K) * total


def vacuum_formula(s, h):
    return K / AREA * (s['Q']**2 * h / 24 * (1 - 2 * Z_CUT / h)**3
                       + s['p']**2 * (h - 2 * Z_CUT) / (2 * h**2))


u_vac = {}
for h in (4.0, 8.0):
    for name, s in (("background", backgr[h]), ("band edge", bandedge[h])):
        u_vac[name, h] = vacuum_field_energy(s)
        ref = vacuum_formula(s, h)
        assert abs(u_vac[name, h] - ref) < 0.02 * ref + 1e-6, (name, h, u_vac[name, h], ref)
inside8 = np.abs(host[8.0]['z']) < Z_CUT
confined = host[8.0]['upper'][inside8].sum()
assert confined > 0.99
assert abs(net_layer_charge(bandedge[8.0])) < 0.01
assert net_layer_charge(backgr[8.0]) > 0.7

# --- dilute limit: both schemes describe the same ionisation ---------------
areas = [4.0, 16.0, 64.0, 256.0]
dilute = {}
for a in areas:
    dilute[a] = (solve(4.0, a, 1, 0)['E'] + solve(4.0, a, 0, 0)['eps'][1]
                 - solve(4.0, a, 1, 1)['E'])
assert abs(dilute[64.0] / dilute[256.0] / 4 - 1) < 0.05


# --- full three-dimensional sum with a localised ion ------------------------
def energy_3d(height, electron):
    ion_w, layer_w = 0.12, 0.20
    i = np.arange(-18, 19)
    m_max = int(56 * height / (2 * np.pi))
    gz = 2 * np.pi * np.arange(-m_max, m_max + 1) / height
    ix, iy, gz = np.meshgrid(i, i, gz, indexing='ij')
    g2 = (2 * np.pi / SIDE)**2 * (ix**2 + iy**2) + gz**2
    ion = np.exp(-g2 * ion_w**2 / 2 - 1j * gz * Z_DONOR)
    bloch = 1.0 * ((ix == 0) & (iy == 0))
    bloch += 0.25 * (((abs(ix) == 6) & (iy == 0)) | ((ix == 0) & (abs(iy) == 6)))
    rho2 = np.abs(ion - electron * bloch * np.exp(-gz**2 * layer_w**2 / 2))**2
    keep = g2 > 1e-12
    return K / (2 * AREA * height) * np.sum(rho2[keep] / g2[keep])


rise_3d = {}
for electron in (0, 1):
    rise_3d[electron] = energy_3d(8.0, electron) - energy_3d(4.0, electron)
    q = 1 - electron
    m2 = Z_DONOR**2 + 0.12**2 - electron * 0.20**2
    expected = K / AREA * (q**2 * 4.0 / 24
                           + (q * m2 - Z_DONOR**2) / 2 * (1 / 8.0 - 1 / 4.0))
    assert abs(rise_3d[electron] - expected) < 1e-4, (electron, rise_3d, expected)


# --- a state spread through the vacuum brings the divergence back ----------
def spread_energy(height):
    z = grid(height)
    rho = gaussian(z, 0, 0.1) - (1 - np.cos(2 * np.pi * z / height)) / len(z)
    return 0.5 * rho @ potential(rho, AREA)


spread_slope = (spread_energy(16.0) - spread_energy(8.0)) / 8.0
spread_formula = K / (4 * np.pi**2 * AREA) * (np.pi**2 / 6 + 1.25)
assert abs(spread_slope / spread_formula - 1) < 0.01


# --- in-plane finite-size error, common to both schemes ---------------------
def in_plane_error(side, width, r0):
    """Periodic minus isolated energy of a flat Gaussian ion in a neutralising sheet."""
    g_max = 6.5 / width
    n = int(g_max * side / (2 * np.pi)) + 1
    i = np.arange(-n, n + 1)
    g = 2 * np.pi / side * np.hypot(*np.meshgrid(i, i))
    g = g[g > 0]
    lattice = K / (4 * side**2) * np.sum(np.exp(-(g * width)**2) / (g * (1 + r0 * g)))
    single = quad(lambda x: np.exp(-(x * width)**2) / (1 + r0 * x), 0, g_max,
                  epsabs=1e-12, epsrel=1e-11, limit=400)[0]
    return lattice - K / (8 * np.pi) * single


def inverse_power_sum(power):
    """Sum of 1/R^power over the unit square lattice without R = 0, continued to power 1."""
    s = mp.mpf(power) / 2
    beta = (mp.zeta(s, 0.25) - mp.zeta(s, 0.75)) / 4**s
    return float(4 * mp.zeta(s) * beta)


def image_series(side, width):
    """Unscreened image energy of flat Gaussian discs: point ions, then multipole terms."""
    total = 0.0
    for n in range(5):
        odd_product = float(np.prod(np.arange(1, 2 * n, 2)))
        coefficient = odd_product**2 / float(mp.factorial(n))
        total += coefficient * (width / side)**(2 * n) * inverse_power_sum(2 * n + 1)
    return COULOMB / (2 * side) * total


ION_WIDTH = 0.12
madelung = -inverse_power_sum(1) / 2
point_error = -madelung * COULOMB / SIDE
bare_error = in_plane_error(SIDE, ION_WIDTH, 0.0)
bare_series = image_series(SIDE, ION_WIDTH)
assert abs(bare_error - bare_series) < 1e-6, (bare_error, bare_series)
R0 = 4.0             # rough screening length of a MoS2-like layer, nm
far = in_plane_error(400.0, 2.0, R0)
far_formula = -madelung * COULOMB / 400.0 + K * R0 / (4 * 400.0**2)
assert abs(far / far_formula - 1) < 1e-3, (far, far_formula)
screened = {s: in_plane_error(s, ION_WIDTH, R0) for s in (2.0, 4.0, 8.0)}
assert abs(screened[2.0]) < abs(bare_error)

# --- band filling and temperature -------------------------------------------
MASS, DEGENERACY = 0.5, 4       # rough conduction-band values, spin times valley
sheet_density = 1 / AREA
fermi = 4 * np.pi * HB2_2M / MASS * sheet_density / DEGENERACY
thermal = sc.k * 300 / sc.e

# --- printed numbers ----------------------------------------------------------
print(f"cell side {SIDE:.1f} nm, area {AREA:.1f} nm^2, e/eps0 = {K:.4f} V nm")
print(f"host electrons {HOST:.1f} per nm^2, well depth {WELL:.1f} eV, half width {WELL_HALF} nm")
print(f"donor height above mid-plane {Z_DONOR} nm, grid step {DZ} nm")
vac_level = -host[8.0]['phi'][0]
print(f"host band edge relative to vacuum level: {host[8.0]['eps'][1] - vac_level:.3f} eV")
print(f"subband separation of host: {host[8.0]['eps'][1] - host[8.0]['eps'][0]:.3f} eV")
print(f"band-edge state within |z| < {Z_CUT} nm: {confined:.5f}")
print("H (nm) | D = E_backgr + eps_c - E_bandedge (eV) | E_bandedge(H) - E_bandedge(12) (eV)")
for h in heights:
    print(f"{h:5.1f} | {excess[h]:9.4f} | {bandedge[h]['E'] - bandedge[12.0]['E']:11.6f}")
print(f"slope of D from 8 to 12 nm: {late_slope:.5f} eV/nm; e^2/(24 eps0 A): {ideal_slope:.5f} eV/nm")
for name, (numeric, formula) in slopes.items():
    print(f"dE/dH at 4 nm, {name}: numeric {numeric:.6f}, moment formula {formula:.6f} eV/nm")
print(f"background, H=4 nm: Q {backgr[4.0]['Q']:.4f} e, p {backgr[4.0]['p']:.5f} e nm,"
      f" M2 {backgr[4.0]['M2']:.5f} e nm^2")
print(f"band edge, p at H=4 nm {bandedge[4.0]['p']:.5f}, at 12 nm {bandedge[12.0]['p']:.5f} e nm")
print(f"band edge, E(12)-E(4): {change:.6f} eV; dipole formula {change_formula:.6f} eV")
print(f"net charge within |z|<{Z_CUT} nm at H=8 nm: background {net_layer_charge(backgr[8.0]):.4f} e,"
      f" band edge {net_layer_charge(bandedge[8.0]):.5f} e")
for h in (4.0, 8.0):
    print(f"vacuum field energy at H={h:.0f} nm: background {u_vac['background', h]:.4f} eV,"
          f" band edge {u_vac['band edge', h]:.6f} eV")
print(f"field beside charged layer e/(2 eps0 A): {K / (2 * AREA) * 10:.2f} MV/cm")
for a in areas:
    print(f"D at H=4 nm, area {a:5.0f} nm^2: {dilute[a]:.5f} eV")
print(f"3D sum, E(8)-E(4): background {rise_3d[0]:.5f} eV, band electron {rise_3d[1]:.5f} eV")
print(f"vacuum-spread state: slope {spread_slope:.5f} eV/nm, formula {spread_formula:.5f} eV/nm,"
      f" ratio to background {spread_slope / ideal_slope:.3f}")
print(f"square-lattice sheet constant: {madelung:.5f}")
print(f"in-plane error at 2 nm, no screening, point ion: {point_error:.4f} eV")
print(f"same, ion width {ION_WIDTH} nm: sum {bare_error:.6f} eV, image series {bare_series:.6f} eV")
for s, val in screened.items():
    print(f"in-plane error, side {s:.0f} nm, screening length {R0:.0f} nm: {val:.4f} eV")
print(f"in-plane error, side 400 nm: sum {far:.6f} eV, large-cell formula {far_formula:.6f} eV")
print(f"one electron per cell: {sheet_density * 1e14:.2e} cm^-2")
print(f"band-filling energy (mass {MASS}, degeneracy {DEGENERACY}): {fermi:.4f} eV, mean {fermi / 2:.4f} eV")
print(f"thermal energy at 300 K: {thermal:.4f} eV")
print("success")
```

Output:

```
cell side 2.0 nm, area 4.0 nm^2, e/eps0 = 18.0951 V nm
host electrons 5.0 per nm^2, well depth 6.0 eV, half width 0.35 nm
donor height above mid-plane 0.15 nm, grid step 0.02 nm
host band edge relative to vacuum level: -5.115 eV
subband separation of host: 2.457 eV
band-edge state within |z| < 0.8 nm: 1.00000
H (nm) | D = E_backgr + eps_c - E_bandedge (eV) | E_bandedge(H) - E_bandedge(12) (eV)
  2.0 |    0.2043 |   -0.000796
  3.0 |    0.3775 |   -0.000441
  4.0 |    0.5582 |   -0.000283
  8.0 |    1.3003 |   -0.000067
 12.0 |    2.0502 |    0.000000
slope of D from 8 to 12 nm: 0.18749 eV/nm; e^2/(24 eps0 A): 0.18849 eV/nm
dE/dH at 4 nm, background: numeric 0.162742, moment formula 0.162744 eV/nm
dE/dH at 4 nm, band edge: numeric 0.000114, moment formula 0.000114 eV/nm
background, H=4 nm: Q 1.0000 e, p 0.03101 e nm, M2 0.18308 e nm^2
band edge, p at H=4 nm 0.02841, at 12 nm 0.02647 e nm
band edge, E(12)-E(4): 0.000283 eV; dipole formula 0.000283 eV
net charge within |z|<0.8 nm at H=8 nm: background 0.8025 e, band edge -0.00000 e
vacuum field energy at H=4 nm: background 0.1632 eV, band edge 0.000271 eV
vacuum field energy at H=8 nm: background 0.7723 eV, band edge 0.000163 eV
field beside charged layer e/(2 eps0 A): 22.62 MV/cm
D at H=4 nm, area     4 nm^2: 0.55822 eV
D at H=4 nm, area    16 nm^2: 0.13973 eV
D at H=4 nm, area    64 nm^2: 0.03495 eV
D at H=4 nm, area   256 nm^2: 0.00874 eV
3D sum, E(8)-E(4): background 0.74988 eV, band electron 0.00635 eV
vacuum-spread state: slope 0.33173 eV/nm, formula 0.33173 eV/nm, ratio to background 1.760
square-lattice sheet constant: 1.95013
in-plane error at 2 nm, no screening, point ion: -1.4041 eV
same, ion width 0.12 nm: sum -1.392244 eV, image series -1.392244 eV
in-plane error, side 2 nm, screening length 4 nm: -0.3979 eV
in-plane error, side 4 nm, screening length 4 nm: -0.2934 eV
in-plane error, side 8 nm, screening length 4 nm: -0.2004 eV
in-plane error, side 400 nm: sum -0.006908 eV, large-cell formula -0.006907 eV
one electron per cell: 2.50e+13 cm^-2
band-filling energy (mass 0.5, degeneracy 4): 0.0598 eV, mean 0.0299 eV
thermal energy at 300 K: 0.0259 eV
success
```
